# Diffusion Stresses in an Isotropic Sphere with Arbitrary Radial Concentration

Let a solid sphere of radius $R$ hold a solute, such as lithium in an electrode particle or hydrogen in a free metal particle, at molar concentration $c(r)$ per unit reference volume. The profile is bounded and piecewise continuous but otherwise arbitrary. The concentration is counted from a uniform state without stress, in which $R$ is measured. The host is isotropic and linearly elastic, with Young's modulus $E$ and Poisson's ratio $\nu$ independent of position and composition. Strains are small, tension is positive, and the outer surface carries no traction.

The partial molar volume $\Omega$ is taken as constant; the signs described in words below assume $\Omega>0$. A small piece of the host, cut free and loaded to concentration $c$, grows in volume by the fraction $\Omega c$. If its linear strain is $e$, the volume fraction is $(1+e)^3-1\simeq 3e$, so the stress-free linear strain is

$$e(r)=\frac{\Omega c(r)}{3}.$$

Stress arises because neighbouring pieces that want different sizes must still fit together. By symmetry the displacement is radial, $u(r)$. A radial line element stretches by $\varepsilon_r=u'$, where the prime means $d/dr$. A circle of circumference $2\pi r$ becomes one of circumference $2\pi(r+u)$, so the tangential strain is $\varepsilon_\theta=u/r$ in both tangential directions. The stresses are $\sigma_r$ and, twice, $\sigma_\theta$. Hooke's law applies to the part of the strain that exceeds $e$:

$$\varepsilon_r-e=\frac{\sigma_r-2\nu\sigma_\theta}{E},\qquad \varepsilon_\theta-e=\frac{(1-\nu)\sigma_\theta-\nu\sigma_r}{E}.$$

To invert these relations, write $p=\varepsilon_r-e$ and $q=\varepsilon_\theta-e$. The second gives $\sigma_\theta=(Eq+\nu\sigma_r)/(1-\nu)$. Put into the first and multiplied by $1-\nu$, this yields

$$E[(1-\nu)p+2\nu q]=(1-\nu-2\nu^2)\sigma_r=(1+\nu)(1-2\nu)\sigma_r .$$

With $C=E/[(1+\nu)(1-2\nu)]$ we have $\sigma_r=C[(1-\nu)p+2\nu q]$. Returning to $\sigma_\theta$, the coefficient of $q$ is $C[(1-\nu-2\nu^2)+2\nu^2]/(1-\nu)=C$ and that of $p$ is $C\nu$. Hence

$$\sigma_r=C\left[(1-\nu)u'+2\nu\frac{u}{r}-(1+\nu)e\right],$$

$$\sigma_\theta=C\left[\nu u'+\frac{u}{r}-(1+\nu)e\right].$$

Mechanical equilibrium is much faster than diffusion in the cases considered, so inertia is dropped. Take half of a thin shell between $r$ and $r+dr$, cut by a plane through the centre. A uniform radial traction on a hemisphere has a resultant equal to the traction times the projected area $\pi r^2$. The pull on the outer face, less that on the inner face, must balance the tangential stress on the cut rim of area $2\pi r\,dr$:

$$\frac{d}{dr}(r^2\sigma_r)=2r\sigma_\theta,\qquad\text{or}\qquad \sigma_r'+\frac{2(\sigma_r-\sigma_\theta)}{r}=0.$$

Since $\sigma_\theta$ is bounded, the first form shows that $\sigma_r$ is continuous even where $c$ jumps.

Subtracting the two stress expressions gives $\sigma_r-\sigma_\theta=C(1-2\nu)(u'-u/r)$. Wherever $c$ is smooth, equilibrium divided by $C$ therefore reads

$$(1-\nu)u''+[2\nu+2(1-2\nu)]\left(\frac{u'}{r}-\frac{u}{r^2}\right)=(1+\nu)e'.$$

The square bracket equals $2(1-\nu)$, and $u''+2u'/r-2u/r^2$ is the derivative of $u'+2u/r$. With $\beta=(1+\nu)/(1-\nu)$, one integration gives

$$u'+\frac{2u}{r}=\beta e+3A,$$

where $A$ is a constant. It has the same value on both sides of a jump in $c$. To see this, use $2\nu=2(1-\nu)-2(1-2\nu)$ to rewrite the radial stress as

$$\frac{\sigma_r}{C}=(1-\nu)\left(u'+\frac{2u}{r}\right)-(1+\nu)e-2(1-2\nu)\frac{u}{r}.$$

Both $\sigma_r$ and $u$ are continuous, so the combination $(1-\nu)(u'+2u/r)-(1+\nu)e=3(1-\nu)A$ is continuous too.

The left side of the first integral is $r^{-2}(r^2u)'$. Multiplying by $r^2$ and integrating from the centre gives

$$r^2u=\beta\frac{\Omega}{3}\int_0^r c\,s^2ds+Ar^3 .$$

A further constant would add a term proportional to $1/r^2$ to $u$. The centre of an intact sphere cannot move, $u(0)=0$, so that constant is zero. A hollow sphere would need this term, and its stresses would in general be different.

The integral is best expressed through the mean concentration inside radius $r$,

$$m(r)=\frac{3}{r^3}\int_0^r c\,s^2ds,\qquad \bar c=m(R).$$

Then $u/r=\beta\Omega m/9+A$. Insert this and the first integral in the rewritten radial stress. The local terms in $e$ cancel, because $(1-\nu)\beta=1+\nu$, and

$$\frac{\sigma_r}{C}=3(1-\nu)A-2(1-2\nu)\left(\frac{\beta\Omega m}{9}+A\right)=(1+\nu)A-\frac{2(1-2\nu)\beta\Omega}{9}m(r).$$

The condition $\sigma_r(R)=0$ fixes $A=2(1-2\nu)\Omega\bar c/[9(1-\nu)]$. The common factor becomes

$$K=C\,\frac{2(1-2\nu)\beta\Omega}{9}=\frac{2\Omega E}{9(1-\nu)},$$

and the radial stress is $\sigma_r=K[\bar c-m(r)]$.

The tangential stress follows from equilibrium, $\sigma_\theta=\sigma_r+r\sigma_r'/2$. Differentiating the definition of $m$ gives $m'=3(c-m)/r$, so $r\sigma_r'/2=-(3K/2)(c-m)$. Adding this to $\sigma_r$ gives

$$\sigma_\theta=\frac K2\left[2\bar c+m(r)-3c(r)\right].$$

Written with the integrals, the two results are

$$\boxed{\sigma_r=\frac{2\Omega E}{3(1-\nu)}\left[\frac1{R^3}\int_0^R c\,s^2ds-\frac1{r^3}\int_0^r c\,s^2ds\right]}$$

$$\boxed{\sigma_\theta=\frac{\Omega E}{3(1-\nu)}\left[\frac2{R^3}\int_0^R c\,s^2ds+\frac1{r^3}\int_0^r c\,s^2ds-c(r)\right]}$$

The displacement is

$$u=\frac{\Omega r}{9(1-\nu)}\left[(1+\nu)m(r)+2(1-2\nu)\bar c\right].$$

At the surface the bracket is $3(1-\nu)\bar c$, so $u(R)/R=\Omega\bar c/3$: the outer radius responds to the mean concentration alone, however the solute is distributed.

The radial stress at $r$ compares the swelling of the ball inside $r$ with that of the whole sphere. If the inner ball holds less solute than average, the outer material pulls it outwards and $\sigma_r>0$. A uniform concentration gives $m=c=\bar c$ and no stress, so adding a constant to $c$ changes the size but not the stress. If $c$ is continuous at the centre, then $m(0)=c(0)$ and both stresses equal $K[\bar c-c(0)]$ there. At the surface, $\sigma_\theta(R)=(3K/2)[\bar c-c(R)]$.

These formulas were tested against a direct minimization of the elastic energy with 2000 finite elements, at $\nu=0.27$. One profile was $1+0.8\sin(7r/R)+0.5r^2/R^2$ in scaled units; the other was 1 inside $0.6R$ and 0 outside. At thirteen radii between about $0.05R$ and $0.95R$, the largest difference in either stress was $2.5\times10^{-6}$ of the peak stress of the profile.

A sharp front gives a first explicit case. Let the core $r<b$ have concentration $c_1$ and the shell $b<r<R$ have $c_1+\Delta$. Then $\bar c=c_1+\Delta(1-b^3/R^3)$, and the core carries the uniform stress $\sigma_r=\sigma_\theta=K\Delta(1-b^3/R^3)$. In the shell $m=c_1+\Delta(1-b^3/r^3)$, so

$$\sigma_r=K\Delta\left(\frac{b^3}{r^3}-\frac{b^3}{R^3}\right),\qquad \sigma_\theta=-\frac{K\Delta}{2}\left(\frac{2b^3}{R^3}+\frac{b^3}{r^3}\right).$$

The radial stress is continuous at $b$, while the tangential stress drops by $3K\Delta/2$ on passing outwards. For a thin shell, $b\to R$, the tangential stress tends to $-3K\Delta/2=-E\Omega\Delta/[3(1-\nu)]$. This is the stress of a flat film held by a rigid substrate: the suppressed strain $\Omega\Delta/3$ times the biaxial modulus $E/(1-\nu)$. For a growing hydride shell the expression holds while the interface is coherent, both phases have the same elastic constants and neither yields. Many metal hydrides swell by roughly ten percent or more in volume, a linear misfit of some three percent, which is too large for a purely elastic description of a ductile metal.

The mean of the three normal stresses has a simple form for every profile:

$$\sigma_h=\frac{\sigma_r+2\sigma_\theta}{3}=\frac K3\left[(\bar c-m)+(2\bar c+m-3c)\right]=K(\bar c-c).$$

It gives the elastic energy. By definition $W=\tfrac12\int[\sigma_r(\varepsilon_r-e)+2\sigma_\theta(\varepsilon_\theta-e)]dV$. The terms with the total strain integrate to zero, because equilibrium gives

$$r^2\left(\sigma_ru'+2\sigma_\theta\frac ur\right)=r^2\sigma_ru'+(r^2\sigma_r)'u=(r^2\sigma_ru)',$$

and $r^2\sigma_ru$ vanishes at the centre and at the free surface. What remains is

$$W=-\frac{\Omega}{2}\int\sigma_hc\,dV=\frac{\Omega K}{2}\int(c-\bar c)c\,dV=\frac{\Omega K}{2}\int(c-\bar c)^2dV.$$

The last step uses $\int(c-\bar c)dV=0$. For the same reason, the variation of $\bar c$ drops out when $c$ changes by $\delta c$, and

$$\delta W=\Omega K\int(c-\bar c)\,\delta c\,dV=-\int\Omega\sigma_h\,\delta c\,dV.$$

Stress thus adds $-\Omega\sigma_h$ to the chemical potential of the solute: a region in tension attracts it.

For a second explicit case, let solute enter through the surface at a constant molar flux $J$, with constant diffusivity $D$ and no influence of stress on diffusion. The mean concentration rises at the rate $4\pi R^2J/(4\pi R^3/3)=3J/R$. Once the initial transient has died out, every point rises at this rate, and the diffusion equation becomes

$$\frac{D}{r^2}(r^2c')'=\frac{3J}{R}\quad\Rightarrow\quad c'=\frac{Jr}{DR}\quad\Rightarrow\quad c=c_0+a\frac{r^2}{R^2},\qquad a=\frac{JR}{2D}.$$

The centre value $c_0$ grows with time, but $a$ does not. Averaging gives $m=c_0+3ar^2/(5R^2)$ and $\bar c=c_0+3a/5$. In $\sigma_\theta$ the bracket is $6a/5+(3/5-3)ar^2/R^2$, so

$$\sigma_r=\frac{3Ka}{5}\left(1-\frac{r^2}{R^2}\right),\qquad \sigma_\theta=\frac{3Ka}{5}\left(1-\frac{2r^2}{R^2}\right).$$

For insertion into a host that swells, the centre is in equal tension in all directions and the surface is in tangential compression of the same size. The tangential stress changes sign at $r=R/\sqrt2$. For extraction $J$ and $a$ are negative, all signs reverse, and the surface is in tension.

Now take a particle of the spinel cathode material LiMn$_2$O$_4$, with rough typical properties: $E=100$ GPa, $\nu=0.30$, $\Omega=3.0$ cm$^3$/mol, $R=5.0$ µm, $D=1.0\times10^{-10}$ cm$^2$/s and a full lithium concentration $c_{\max}=23.0$ mol/L. It starts uniform at filling $y=c/c_{\max}=0.50$, where $c$ now denotes the total lithium content; the stresses are unaffected by this shift of origin. Lithium is inserted for 1200 s at 1C, the rate that would supply the full range in $T_f=3600$ s. The flux is then $J=c_{\max}R/(3T_f)$, and

$$\frac{a}{c_{\max}}=\frac{R^2/D}{6T_f}=\frac{2500\ \text{s}}{6\times3600\ \text{s}}=0.1157,\qquad a=2.66\ \text{mol/L}.$$

The mean filling has risen to $0.50+1200/3600=0.833$, with $0.764$ at the centre and $0.880$ at the surface. The stress factor is

$$K=\frac{2(3.0\times10^{-6}\ \text{m}^3/\text{mol})(10^{11}\ \text{Pa})}{9(0.70)}=95.2\ \text{MPa per mol/L},$$

and the peak tension is $\tfrac35(95.2)(2.66)\simeq152$ MPa. At $r=3.75$ µm the radial stress is still a tension of 67 MPa, while the tangential stress is already a compression of 19 MPa; its zero lies at 3.54 µm. A time-dependent solution of the diffusion equation from the uniform start gives 152.1 MPa at the centre and $-152.1$ MPa at the surface after 1200 s, so the transient no longer matters. Inserting $a$ in the peak stress gives $Kc_{\max}R^2/(10DT_f)$. With material properties held fixed, it grows as the square of the radius and in proportion to the insertion rate, provided the transient has passed and the surface has not yet filled up.

The stored energy sets an upper limit on the crack area that this stress can create in one fast event. With $x=r/R$, the volume averages of $x^2$ and $x^4$ are $3/5$ and $3/7$, so the variance of $c$ is $a^2(3/7-9/25)=12a^2/175$. The energy density $(\Omega K/2)(12a^2/175)$ is 69.4 kJ/m$^3$. Multiplying by the volume and dividing by the equatorial area $\pi R^2$ gives a factor $4R/3$ and 0.46 J/m$^2$. Creating two fresh oxide surfaces costs roughly 2 J/m$^2$. During a fast crack the concentration is frozen and the free surface receives no work, so $W$ is all the energy available. At this assumed cost the particle cannot be split through its equator in one event. Partial cracks, weak grain boundaries and damage accumulated over many cycles are not excluded.

The largest of the neglected effects sized here is the drift of lithium in its own stress field. Suppose the host is an ideal lattice gas, with chemical potential

$$\mu=R_gT\ln\frac{y}{1-y}-\Omega\sigma_h,$$

where $R_g$ is the gas constant and $T$ the temperature. Let the outward flux be $N=-(D/R_gT)\,c(1-y)\mu'$, the factor $1-y$ counting the empty sites. The logarithm has the derivative $y'/[y(1-y)]$, so it contributes $-Dc'$. The stress term contributes $(D/R_gT)c(1-y)\Omega\sigma_h'$, and $\sigma_h'=-Kc'$. Together

$$N=-D[1+g\,y(1-y)]c',\qquad g=\frac{\Omega Kc_{\max}}{R_gT}.$$

At 298 K, $g=2.65$, and at the mean filling the diffusivity is multiplied by 1.37. Stress speeds up the levelling of the profile that causes it. Solving the diffusion equation with this factor, at the same current and time, lowers the centre tension to 105 MPa and the surface compression to 111 MPa, reductions of 31 % and 27 % relative to the run without drift.

The two reductions differ because the two stresses sample different parts of the profile. Integration by parts of $\bar c$ gives

$$c(R)-\bar c=\int_0^R c'\frac{s^3}{R^3}ds,\qquad \bar c-c(0)=\int_0^R c'\left(1-\frac{s^3}{R^3}\right)ds.$$

The surface stress weights the gradient near the surface, the centre stress the gradient further in. During insertion above half filling $y(1-y)$ is larger inside, where $y$ is lower, so the gradient is flattened more there. A second cause is delay: the drift factor falls as the particle fills, and the inner gradient, which responds later to the surface flux, still reflects the stronger levelling of earlier times.

The other corrections estimated here are smaller for these inputs. Spinel is cubic, so its swelling is isotropic but its stiffness need not be. For a cubic crystal with stiffnesses $C_{11}$, $C_{12}$ and $C_{44}$, an assumed anisotropy ratio $2C_{44}/(C_{11}-C_{12})=1.5$, at fixed bulk modulus and fixed orientation-averaged shear stiffness, changes the stress of a thin skin stretched equally in its plane by $-16$ % on a (100) face and by $+9$ % on a (111) face. These two faces indicate the size of the surface variation, not its exact bounds: on a (110) face the two in-plane stresses differ, and one of them rises by more than on (111). The full field in an anisotropic sphere is not computed here. A stiffness rising by an assumed 20 % from empty to full host, and equal to 100 GPa at the final mean filling, changes the centre and surface stresses by less than 1 %. The mean linear swelling since the start is 0.77 %, or 2.3 % in volume, so geometric corrections should be of the order of two percent. A surface stress $f$ of roughly 1 N/m pulls on the rim $2\pi R$ of a hemisphere and is balanced by a pressure $2f/R=0.4$ MPa over $\pi R^2$.

Beside a real electrode, the least certain input is the diffusivity. Reported values for such oxides spread over orders of magnitude, and the calculated plateau stress without drift varies as $1/D$ when the other inputs are fixed. If $D$ was itself measured on stressed particles of similar composition, part of the drift is already in it and must not be counted twice. LiMn$_2$O$_4$ behaves roughly as a single solid solution in the range of filling used here; at lower filling phase separation can occur, and the parabola must then be replaced by a profile with a front. A particle may also be an agglomerate of small crystals with pores and boundaries, which lower the effective stiffness and offer easier paths for cracks. For these reasons 152 MPa is the result of the uncoupled model, and about 105 MPa is the better estimate at 1200 s for the same inputs if $D$ is the stress-free diffusivity and the ideal lattice gas applies. With drift there is no plateau: the factor $1+g\,y(1-y)$ falls as the particle fills, and the centre tension keeps rising, to about 120 MPa when the surface is nearly full. Repulsion between the lithium ions, which the ideal gas leaves out, makes the chemical potential rise more steeply with filling. The same $D$ then goes with a lower mobility and a weaker drift, and for a simple mean-field repulsion at constant $D$ the centre tension at 1200 s lies between these two values. The measured open-circuit curve of LiMn$_2$O$_4$ is not uniformly steeper than the ideal one, however: on its plateau the slope is close to the ideal value and can fall slightly below it, so 105 MPa is not a strict lower bound for the real material. The numerical output below gives the stresses at further radii.

## Calculated quantities

```
INPUTS (rough typical values for LiMn2O4)
Young's modulus E = 100 GPa, Poisson's ratio = 0.30
partial molar volume Omega = 3.0 cm3/mol
full lithium concentration c_max = 23.0 mol/L
radius R = 5.0 um, diffusivity D = 1.0e-10 cm2/s
temperature = 298.15 K, initial filling = 0.50
1C insertion (full range in 3600 s) for 1200 s
RESULTS
surface current density = 0.1027 mA/cm2
diffusion time R^2/D = 2500 s, D t/R^2 = 0.480
centre-to-surface rise a = 2.662 mol/L
a/c_max = 0.1157
mean filling = 0.8333, centre = 0.7639, surface = 0.8796
stress factor K = 95.24 MPa per mol/L
r (um) | c (mol/L) | sigma_r (MPa) | sigma_theta (MPa)
 0.005 |  17.569 |   152.12 |   152.12
 1.250 |  17.736 |   142.61 |   133.10
 2.500 |  18.235 |   114.09 |    76.06
 3.750 |  19.067 |    66.55 |   -19.01
 5.000 |  20.231 |     0.00 |  -152.12
peak tension at centre = 152.1 MPa
radius of zero hoop stress = 3.536 um
diffusion run without drift: centre 152.1 MPa, surface hoop -152.1 MPa
elastic energy density = 69.4 kJ/m3
energy per equatorial area = 0.463 J/m2
rough cost of a split = 2.0 J/m2
NEGLECTED EFFECTS
drift coupling g = 2.651, D factor at mean filling = 1.368
with drift: centre 105.0 MPa, surface hoop -110.9 MPa
change by drift: centre -30.9 %, surface -27.1 %
cubic anisotropy, assumed Zener ratio 1.5: skin stress (100) -15.7 %, (111) +9.0 %
stiffness span 20 % (assumed): centre -0.57 %, surface +0.77 %
mean linear swelling since start = 0.77 %
surface stress 1.0 N/m (rough) gives pressure 0.40 MPa
TEST QUALITY
largest formula-to-minimization difference = 2.5e-06 of peak stress
```
